**Strain splitting of an acceptor quartet: numerical test**

To first order, a uniaxial stress \(T\) (tension positive) splits the quartet by \(2b'(S_{11}-S_{12})T\) along [001] and by \(d'S_{44}T/\sqrt3\) along [111], where the splitting is the hole energy of the \(\pm3/2\) doublet minus that of the \(\pm1/2\) doublet. Here \(b'\) and \(d'\) are deformation potentials of the acceptor, \(b\) and \(d\) those of the band edge, \(S_{ij}\) the elastic compliances, and \(w\) the weight of the \(L=2\) part of the envelope. The program asserts that crystal symmetry and time reversal together leave three constants, and that the strains from the full stiffness tensor and the eigenvalues of the \(4\times4\) matrix agree with the formulas. It also asserts the factor \(-3/5\) of the \(L=2\) part. For a spherical Luttinger acceptor diagonalized in s and d Gaussians, it asserts that a small added strain splits the quartet in the ratio \(1-8w/5\) to the band edge, for both axes. The output shows \(w=0.110\), a ratio of 0.824, and splittings of 0.66 meV ([001]) and 0.59 meV ([111]) at a compression of 0.02 GPa. With \(\gamma_2\ne\gamma_3\) the ratios separate, to 0.78 for \(b'/b\) and 0.82 for \(d'/d\) within the s and d basis.

## Numerical check

```python
# Result under test: a uniaxial stress T (tension > 0) splits an acceptor
# quartet (F = 3/2, hole energies) into two Kramers doublets, with
#   [001]: E(3/2) - E(1/2) = 2 b' (S11 - S12) T
#   [111]: E(3/2) - E(1/2) = d' S44 T / sqrt(3)
# and, in the spherical Luttinger model, b'/b = d'/d = 1 - 8 w / 5.
# b, d: band-edge deformation potentials; b', d': those of the acceptor;
# S11, S12, S44: elastic compliances; w: weight of the L = 2 envelope;
# J: band-edge spin 3/2; L: envelope angular momentum; F = L + J.
# Scaled units for the Coulomb problem: length eps*gamma1 bohr,
# energy hartree/(eps^2 gamma1); mu = 2 gamma2/gamma1 = 2 gamma3/gamma1.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.spatial.transform import Rotation
from scipy.special import gamma as gamma_function


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j, np.diag(m) + 0j]


J = spin_matrices(1.5)
ONE = np.eye(4)
PAIRS = [(0, 1), (1, 2), (0, 2)]


def sym(A, B):
    return (A @ B + B @ A) / 2


def strain_matrix(strain, a, b, d):
    V = a * np.trace(strain) * ONE + 0j
    for i in range(3):
        V += b * strain[i, i] * (J[i] @ J[i] - 1.25 * ONE)
    for i, k in PAIRS:
        V += 2 * d / np.sqrt(3) * strain[i, k] * sym(J[i], J[k])
    return V


# ---- symmetry: count the free constants of a matrix linear in strain ----
def symmetric_basis(n):
    out = []
    for i in range(n):
        for k in range(i, n):
            M = np.zeros((n, n), complex)
            M[i, k] = M[k, i] = 1 if i == k else 1 / np.sqrt(2)
            out.append(M)
    return out


hermitian = symmetric_basis(4)
for i in range(4):
    for k in range(i + 1, 4):
        M = np.zeros((4, 4), complex)
        M[i, k], M[k, i] = 1j / np.sqrt(2), -1j / np.sqrt(2)
        hermitian.append(M)
strains = [M.real for M in symmetric_basis(3)]


def action(basis, transform):
    return np.array([[np.trace(P @ transform(Q)).real for Q in basis]
                     for P in basis])


constraints = []
for rotvec in (np.array([0, 0, np.pi / 2]),
               2 * np.pi / 3 * np.ones(3) / np.sqrt(3)):
    R = Rotation.from_rotvec(rotvec).as_matrix()
    U = expm(-1j * sum(rotvec[i] * J[i] for i in range(3)))
    A = action(hermitian, lambda M: U @ M @ U.conj().T)
    D = action(strains, lambda e: R @ e @ R.T)
    constraints.append(np.kron(A, np.eye(6)) - np.kron(np.eye(16), D.T))
spatial = np.vstack(constraints)
UT = expm(-1j * np.pi * J[1])
AT = action(hermitian, lambda M: UT @ M.conj() @ UT.conj().T)
complete = np.vstack([spatial, np.kron(AT - np.eye(16), np.eye(6))])
n_spatial = 96 - np.linalg.matrix_rank(spatial, tol=1e-8)
n_complete = 96 - np.linalg.matrix_rank(complete, tol=1e-8)
assert n_spatial == 4 and n_complete == 3
invariants = []
for abd in np.eye(3):
    C = np.array([[np.trace(P @ strain_matrix(e, *abd)).real
                   for e in strains] for P in hermitian])
    invariants.append(C.ravel())
    assert np.allclose(complete @ C.ravel(), 0, atol=1e-10)
assert np.linalg.matrix_rank(np.array(invariants)) == 3

# ---- elasticity from the full stiffness tensor ----
C11, C12, C44 = 160.0, 60.0, 80.0          # GPa
T = -0.02                                  # GPa, compression
b_band, d_band = -2.0, -5.0                # eV
delta = np.eye(3)
stiffness = np.zeros((3, 3, 3, 3))
for i, j, k, l in itertools.product(range(3), repeat=4):
    stiffness[i, j, k, l] = (C12 * delta[i, j] * delta[k, l]
        + C44 * (delta[i, k] * delta[j, l] + delta[i, l] * delta[j, k])
        + (C11 - C12 - 2 * C44) * (i == j == k == l))
compliance = np.linalg.pinv(stiffness.reshape(9, 9))
den = (C11 - C12) * (C11 + 2 * C12)
S11, S12, S44 = (C11 + C12) / den, -C12 / den, 1 / C44
axes = {"001": np.array([0, 0, 1.0]), "111": np.ones(3) / np.sqrt(3)}
strain = {key: (compliance @ (T * np.outer(n, n)).ravel()).reshape(3, 3)
          for key, n in axes.items()}
e001, e111 = strain["001"], strain["111"]
assert np.allclose(e001, T * np.diag([S12, S12, S11]), atol=1e-12)
assert np.allclose(e111, T * ((S11 + 2 * S12) / 3 * delta
                              + S44 / 6 * (1 - delta)), atol=1e-12)


def splitting_formula(key, b, d):
    if key == "001":
        return 2 * b * (S11 - S12) * T
    return d * S44 * T / np.sqrt(3)


# ---- splitting and labels of the doublets from the 4x4 matrix ----
for key, n in axes.items():
    Jn = sum(n[i] * J[i] for i in range(3))
    for b, d in ((b_band, d_band), (1.3, 0.7)):
        E, X = np.linalg.eigh(strain_matrix(strain[key], 0.9, b, d))
        assert np.allclose([E[0], E[2]], [E[1], E[3]], atol=1e-12)
        proj2 = np.real(np.diag(X.conj().T @ Jn @ Jn @ X))
        upper_is_heavy = proj2[3] > proj2[0]
        assert np.allclose(np.sort(proj2), [0.25, 0.25, 2.25, 2.25])
        signed = (E[3] - E[0]) * (1 if upper_is_heavy else -1)
        assert np.isclose(signed, splitting_formula(key, b, d), rtol=1e-8)

# ---- factor -3/5 for the L = 2 part of the quartet ----
L2 = spin_matrices(2)
JJ = [np.kron(np.eye(5), M) for M in J]
FF = [np.kron(L2[i], ONE) + JJ[i] for i in range(3)]
F2, X = np.linalg.eigh(sum(M @ M for M in FF))
Q = X[:, np.abs(F2 - 3.75) < 1e-8]
assert Q.shape[1] == 4


def project(M):
    return Q.conj().T @ M @ Q


d_factor = (np.trace(project(JJ[2] @ JJ[2] - 1.25 * np.eye(20))
            @ project(FF[2] @ FF[2] - 1.25 * np.eye(20))).real / 4)
assert np.isclose(d_factor, -3 / 5)
for i, k in PAIRS + [(0, 0), (1, 1), (2, 2)]:
    shift = 1.25 * np.eye(20) * (i == k)
    assert np.allclose(project(sym(JJ[i], JJ[k]) - shift),
                       -0.6 * project(sym(FF[i], FF[k]) - shift), atol=1e-10)

# ---- Coulomb acceptor with Luttinger kinetic energy, s + d Gaussians ----
POLYS = [{(0, 0, 0): 1}, {(1, 1, 0): 1}, {(0, 1, 1): 1}, {(1, 0, 1): 1},
         {(2, 0, 0): 1, (0, 2, 0): -1},
         {(0, 0, 2): 2, (2, 0, 0): -1, (0, 2, 0): -1}]


def integral(f, g, P, power=0):
    """Integral of f g r^power exp(-P r^2) over all space."""
    total = np.zeros_like(P)
    for u, cu in f.items():
        for v, cv in g.items():
            n = np.add(u, v)
            if np.any(n % 2):
                continue
            N = n.sum()
            angular = (2 * np.prod(gamma_function((n + 1) / 2))
                       / gamma_function((N + 3) / 2))
            h = (N + 3 + power) / 2
            total += cu * cv * angular * gamma_function(h) / (2 * P**h)
    return total


def gradient_parts(f, i):
    """d/dx_i of f exp(-alpha r^2) = (first + alpha*second) exp(...)."""
    first, second = {}, {}
    for u, c in f.items():
        up, down = list(u), list(u)
        up[i] += 1
        second[tuple(up)] = -2 * c
        if u[i] > 0:
            down[i] -= 1
            first[tuple(down)] = c * u[i]
    return first, second


def orbital_matrices(exponents):
    n = len(exponents)
    row, col = exponents[:, None], exponents[None, :]
    P = row + col
    S, W = np.zeros((6 * n, 6 * n)), np.zeros((6 * n, 6 * n))
    K = np.zeros((3, 3, 6 * n, 6 * n))
    for p, f in enumerate(POLYS):
        for q, g in enumerate(POLYS):
            block = np.s_[p * n:(p + 1) * n, q * n:(q + 1) * n]
            S[block] = integral(f, g, P)
            W[block] = -integral(f, g, P, -1)
            for i in range(3):
                f0, f1 = gradient_parts(f, i)
                for k in range(3):
                    g0, g1 = gradient_parts(g, k)
                    K[i, k][block] = (integral(f0, g0, P)
                        + row * integral(f1, g0, P)
                        + col * integral(f0, g1, P)
                        + row * col * integral(f1, g1, P))
    norm = 1 / np.sqrt(np.diag(S))
    scale = np.outer(norm, norm)
    return S * scale, W * scale, K * scale


def kinetic(K, mu2, mu3):
    H = 0
    for i in range(3):
        H = H + np.kron(K[i, i], ONE / 2
                        - mu2 / 2 * (J[i] @ J[i] - 1.25 * ONE))
    for i, k in PAIRS:
        H = H - mu3 * np.kron((K[i, k] + K[k, i]) / 2, sym(J[i], J[k]))
    return H


def lowest(H, S, count=4):
    return eigh(H, S, subset_by_index=[0, count - 1])


def doublet_gap(E):
    assert abs(E[1] - E[0]) < 1e-8 and abs(E[3] - E[2]) < 1e-8
    return (E[2] + E[3] - E[0] - E[1]) / 2


def reduction(H, S_orb, S, n, eta=1e-5):
    """Slope of the quartet splitting relative to that of the band edge."""
    Jn = sum(n[i] * J[i] for i in range(3))
    V = np.kron(S_orb, Jn @ Jn - 1.25 * ONE)
    return doublet_gap(lowest(H + eta * V, S)[0]) / (2 * eta)


gamma1, gamma_s, eps_r = 5.0, 1.25, 12.0
mu = 2 * gamma_s / gamma1
results = []
for exponents in (0.015 * 1.9**np.arange(15), 0.02 * 2.2**np.arange(12)):
    S_orb, W_orb, K_orb = orbital_matrices(exponents)
    S, W = np.kron(S_orb, ONE), np.kron(W_orb, ONE)
    kin = kinetic(K_orb, mu, mu)
    H = kin + W
    E, X = lowest(H, S, 5)
    assert np.ptp(E[:4]) < 1e-8 and E[4] - E[3] > 0.05
    ns = 4 * len(exponents)
    Xd = X[ns:, :4]
    w = np.trace(Xd.conj().T @ S[ns:, ns:] @ Xd).real / 4
    r001 = reduction(H, S_orb, S, axes["001"])
    r111 = reduction(H, S_orb, S, axes["111"])
    assert abs(r001 - (1 - 1.6 * w)) < 1e-4
    assert abs(r111 - (1 - 1.6 * w)) < 1e-4
    results.append((E[0], w, r001))
assert np.allclose(results[0], results[1], atol=1e-3)
virial = np.vdot(X[:, 0], (2 * kin + W) @ X[:, 0]).real
assert abs(virial / E[0]) < 2e-3
E_hydrogen = lowest(kinetic(K_orb, 0, 0) + W, S)[0][0]
assert abs(E_hydrogen + 0.5) < 5e-4

# sign of the ratio: with +(Jz^2 - 5/4) the lower doublet has Fz = +-1/2,
# so its s part carries only the spin components +-1/2
V = np.kron(S_orb, J[2] @ J[2] - 1.25 * ONE)
Xlow = lowest(H + 0.01 * V, S)[1][:, :2]
s_part = Xlow[:ns].reshape(len(exponents), 4, 2)
spin_weight = np.einsum("ams,ab,bms->m", s_part.conj(),
                        S_orb[:len(exponents), :len(exponents)], s_part).real
assert spin_weight[[0, 3]].sum() < 1e-6 < spin_weight[[1, 2]].sum()

# ---- splittings of the example, first order and full diagonalization ----
hartree_eV = physical_constants["Hartree energy in eV"][0]
unit_meV = 1000 * hartree_eV / (eps_r**2 * gamma1)
ratio = 1 - 1.6 * w
b_acc, d_acc = ratio * b_band, ratio * d_band
linear, full = {}, {}
for key in axes:
    linear[key] = 1000 * splitting_formula(key, b_acc, d_acc)
    Vband = 1000 * strain_matrix(strain[key], 0, b_band, d_band) / unit_meV
    full[key] = unit_meV * doublet_gap(
        lowest(H + np.kron(S_orb, Vband), S)[0])
    assert linear[key] > 0
    assert abs(full[key] / linear[key] - 1) < 0.05

# ---- unequal gamma2 and gamma3: two different ratios ----
g2, g3 = 1.0, 1.5
Hc = kinetic(K_orb, 2 * g2 / gamma1, 2 * g3 / gamma1) + W
assert np.ptp(lowest(Hc, S)[0]) < 1e-8
rb = reduction(Hc, S_orb, S, axes["001"])
rd = reduction(Hc, S_orb, S, axes["111"])
assert rd - rb > 0.01

print("Constants allowed by crystal symmetry alone:", n_spatial)
print("Constants allowed with time reversal added:", n_complete)
print(f"gamma1 = {gamma1}, gamma2 = gamma3 = {gamma_s}, mu = {mu}")
print(f"Dielectric constant = {eps_r}")
print(f"Band-edge b = {b_band} eV, d = {d_band} eV")
print(f"C11 = {C11}, C12 = {C12}, C44 = {C44} GPa")
print(f"S11 = {S11:.6f}, S12 = {S12:.6f}, S44 = {S44:.6f} 1/GPa")
print(f"Stress T = {T} GPa (negative: compression)")
print(f"[001] strain: zz = {e001[2, 2]:.4e}, xx = yy = {e001[0, 0]:.4e}")
print(f"[001] strain difference zz - xx = {e001[2, 2] - e001[0, 0]:.4e}")
print(f"[111] strain: xx = {e111[0, 0]:.4e}, xy = {e111[0, 1]:.4e}")
print(f"Scaled energy unit = {unit_meV:.3f} meV")
print(f"Quartet energy, scaled units = {E[0]:.4f}")
print(f"Acceptor binding energy = {-E[0] * unit_meV:.2f} meV")
print(f"Next even level in the s+d basis, above quartet = "
      f"{(E[4] - E[0]) * unit_meV:.2f} meV")
print(f"Factor of the L = 2 part = {d_factor:.4f}")
print(f"Weight w of the L = 2 part = {w:.4f}")
print(f"Ratio 1 - 8w/5 = {ratio:.4f}")
print(f"Ratio from small-strain diagonalization, [001] = {r001:.4f}")
print(f"Ratio from small-strain diagonalization, [111] = {r111:.4f}")
print(f"Acceptor b' = {b_acc:.3f} eV, d' = {d_acc:.3f} eV")
for key in axes:
    band = 1000 * splitting_formula(key, b_band, d_band)
    print(f"[{key}] band-edge splitting = {band:.4f} meV")
    print(f"[{key}] acceptor splitting E(3/2)-E(1/2), first order = "
          f"{linear[key]:.4f} meV = {linear[key] / hartree_eV / 1000:.3e} "
          "hartree")
    print(f"[{key}] doublet shifts from their mean = "
          f"+-{linear[key] / 2:.4f} meV")
    print(f"[{key}] splitting at full stress, s+d basis = "
          f"{full[key]:.4f} meV")
print(f"Unequal case gamma2 = {g2}, gamma3 = {g3}, s+d basis:")
print(f"  b'/b = {rb:.4f}, d'/d = {rd:.4f}")
print("all good")
```

Printed output:

```
Constants allowed by crystal symmetry alone: 4
Constants allowed with time reversal added: 3
gamma1 = 5.0, gamma2 = gamma3 = 1.25, mu = 0.5
Dielectric constant = 12.0
Band-edge b = -2.0 eV, d = -5.0 eV
C11 = 160.0, C12 = 60.0, C44 = 80.0 GPa
S11 = 0.007857, S12 = -0.002143, S44 = 0.012500 1/GPa
Stress T = -0.02 GPa (negative: compression)
[001] strain: zz = -1.5714e-04, xx = yy = 4.2857e-05
[001] strain difference zz - xx = -2.0000e-04
[111] strain: xx = -2.3810e-05, xy = -4.1667e-05
Scaled energy unit = 37.794 meV
Quartet energy, scaled units = -0.6492
Acceptor binding energy = 24.54 meV
Next even level in the s+d basis, above quartet = 17.78 meV
Factor of the L = 2 part = -0.6000
Weight w of the L = 2 part = 0.1098
Ratio 1 - 8w/5 = 0.8243
Ratio from small-strain diagonalization, [001] = 0.8243
Ratio from small-strain diagonalization, [111] = 0.8243
Acceptor b' = -1.649 eV, d' = -4.122 eV
[001] band-edge splitting = 0.8000 meV
[001] acceptor splitting E(3/2)-E(1/2), first order = 0.6595 meV = 2.424e-05 hartree
[001] doublet shifts from their mean = +-0.3297 meV
[001] splitting at full stress, s+d basis = 0.6594 meV
[111] band-edge splitting = 0.7217 meV
[111] acceptor splitting E(3/2)-E(1/2), first order = 0.5949 meV = 2.186e-05 hartree
[111] doublet shifts from their mean = +-0.2975 meV
[111] splitting at full stress, s+d basis = 0.5948 meV
Unequal case gamma2 = 1.0, gamma3 = 1.5, s+d basis:
  b'/b = 0.7812, d'/d = 0.8165
all good
```
